# Third Zemach moment and nuclear-size shift of 1S and 2S levels, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A nucleus has a spherical charge density $\rho(r)\ge 0$, normalized to $\int\rho\,d^3r=1$, with mean square radius $R^2=\langle r^2\rangle=\int\rho\,r^2\,d^3r$. Its third Zemach moment is

$$\langle r^3\rangle_{(2)}=\iint \rho(r)\,\rho(r')\,|\mathbf r-\mathbf r'|^3\,d^3r\,d^3r' ,$$

the mean cubed distance between two points drawn independently from $\rho$. Two shapes are considered:

$$\rho_{\rm E}(r)=\frac{e^{-r/a}}{8\pi a^3},\qquad \rho_{\rm G}(r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}} .$$

(a) Estimate $\langle r^3\rangle_{(2)}$ from $R$ alone, and estimate the level shift in which it appears.

(b) Find $c_3=\langle r^3\rangle_{(2)}/R^3$ exactly for both shapes.

(c) Express the moment through the form factor $G(q)=\int\rho\,e^{-i\mathbf q\cdot\mathbf r}d^3r$.

(d) A particle of mass $m$ and charge $-e$ is bound to this nucleus of charge $Ze$. The nucleus is infinitely heavy, spinless and rigid, and the motion is nonrelativistic. Find the shift of the 1S and 2S levels through third order in the nuclear size. Evaluate it for a model: a muon, $Z=1$, $R=1$ fm, the 2S level.

Formulas use $\hbar=c=1$, so that a point nucleus gives the potential energy $-Z\alpha/r$, the Bohr radius is $a_B=1/(Z\alpha m)$ and the energy scale is $(Z\alpha)^2m$. The small parameter of part (d) is $\epsilon=R/a_B=Z\alpha mR$.

## First estimate by scaling

Each density contains a single length, which can be traded for $R$. The moment has the dimension of a volume, so it equals $c_3R^3$ with a pure number $c_3$ fixed by the shape. A typical separation $s=|\mathbf r-\mathbf r'|$ follows from

$$\langle s^2\rangle=\langle r^2\rangle+\langle r'^2\rangle-2\langle\mathbf r\rangle\cdot\langle\mathbf r'\rangle=2R^2 ,$$

where the cross term factorizes because the two points are independent and vanishes because a spherical density has $\langle\mathbf r\rangle=0$. Replacing every separation by $\sqrt2R$ gives the estimate

$$c_3\approx 2^{3/2}=2.83 .$$

For $\rho\ge0$ this number is a lower bound. Put $y=s^2$ and $y_0=2R^2$. The function $y^{3/2}$ has a positive second derivative, so it lies above its tangent: $y^{3/2}\ge y_0^{3/2}+\tfrac32y_0^{1/2}(y-y_0)$. Averaging with a non-negative weight preserves the inequality, and the last term averages to zero, so $\langle s^3\rangle\ge(2R^2)^{3/2}$. This is Jensen's inequality. Equality would need $s$ to have one single value, which does not happen for independent points of a spherical density of nonzero radius.

For the energy, the finite size changes the potential by about $Z\alpha/R$ in a volume of about $R^3$, where the probability density of an $n$S state is about $1/(n^3a_B^3)$. The leading shift is therefore of order $Z\alpha R^2/(n^3a_B^3)=\epsilon^2(Z\alpha)^2m/n^3$, and it is positive because a spread-out charge attracts less at short distance. The wave function changes across the nucleus by a relative amount $R/a_B$, so the next term is of order $\epsilon^3(Z\alpha)^2m/n^3$. It contains a cubed length, but scaling cannot say which one.

For the model, with $\hbar c=197.327$ MeV fm, $1/\alpha=137.036$ and $mc^2=105.658$ MeV,

$$a_B=\frac{197.327\times137.036}{105.658}\ {\rm fm}=255.93\ {\rm fm},\qquad \epsilon=\frac{1}{255.93}=3.907\times10^{-3},$$

$$(Z\alpha)^2mc^2=\frac{105.658\times10^{9}\ {\rm meV}}{137.036^2}=5.626\times10^{6}\ {\rm meV}.$$

The third-order term for $n=2$ is then estimated as $(3.907\times10^{-3})^3\times5.626\times10^6/8\approx0.04$ meV in magnitude.

## Exact solution

### Moments of the two densities

Integration by parts gives $\int_0^\infty t^ke^{-t}dt=k\int_0^\infty t^{k-1}e^{-t}dt$, hence $k!$. For the exponential, with $t=r/a$,

$$\langle r^k\rangle=\frac{4\pi}{8\pi a^3}\int_0^\infty r^{k+2}e^{-r/a}dr=\frac{(k+2)!}{2}\,a^k .$$

The norm is $2!/2=1$, $R^2=12a^2$ and $\langle r^3\rangle=60a^3$. The ratio $m_3=\langle r^3\rangle/R^3$ is $60/12^{3/2}=1.4434$.

The Gaussian is a product of three one-dimensional factors. The square of $I=\int_{-\infty}^\infty e^{-x^2/2\sigma^2}dx$ is a plane integral, $2\pi\int_0^\infty e^{-w^2/2\sigma^2}w\,dw=2\pi\sigma^2$, so $I^3=(2\pi\sigma^2)^{3/2}$ and the norm is 1. Since $x\,e^{-x^2/2\sigma^2}=-\sigma^2\frac{d}{dx}e^{-x^2/2\sigma^2}$, one integration by parts gives $\langle x^2\rangle=\sigma^2$, and the three axes add to $R^2=3\sigma^2$. For the third moment put $r^2=2\sigma^2t$, so that $r\,dr=\sigma^2dt$ and $r^4=4\sigma^4t^2$:

$$\langle r^3\rangle=\frac{4\pi}{(2\pi\sigma^2)^{3/2}}\int_0^\infty r^5e^{-r^2/2\sigma^2}dr=\frac{4\pi\cdot4\sigma^6\cdot2!}{2\sqrt2\,\pi^{3/2}\sigma^3}=\frac{16\,\sigma^3}{\sqrt{2\pi}}=8\sqrt{\frac2\pi}\,\sigma^3 .$$

Dividing by $R^3=3^{3/2}\sigma^3$ gives $m_3=1.2284$.

### The angular average

The densities do not depend on direction, so $s^3$ can first be averaged over the cosine $\mu$ of the angle between $\mathbf r$ and $\mathbf r'$. From $s^2=r^2+r'^2-2rr'\mu$ at fixed radii, $s\,ds=-rr'd\mu$, and $s$ runs from $r+r'$ at $\mu=-1$ to $|r-r'|$ at $\mu=1$:

$$\overline{s^3}=\frac12\int_{-1}^1s^3d\mu=\frac1{2rr'}\int_{|r-r'|}^{r+r'}s^4ds=\frac{(r+r')^5-|r-r'|^5}{10\,rr'} .$$

With $r_>$ and $r_<$ the larger and smaller radius, the binomial terms even in $r_<$ cancel and the odd ones double, $2(5r_>^4r_<+10r_>^2r_<^3+r_<^5)$, so that $\overline{s^3}=r_>^3+2r_>r_<^2+r_<^4/(5r_>)$. For $r_<\to0$ this tends to $r_>^3$, as it must. A thin shell has $r=r'=R$ and therefore $c_3=1+2+\tfrac15=\tfrac{16}5$, which already lies above the bound $2^{3/2}$.

The same expression shows when the moment exists. Since $\overline{s^3}\ge r_>^3\ge r^3$, the moment is at least $\langle r^3\rangle$. Since $s^3\le(2r_>)^3\le8(r^3+r'^3)$, it is at most $16\langle r^3\rangle$. It is finite exactly when $\langle r^3\rangle$ is. A density falling as $r^{-p}$ with $5<p\le6$ has a finite $R$ and an infinite moment, so no upper bound on $c_3$ follows from $R$.

### Exponential density

Set $a=1$. The probability per unit radius is $4\pi r^2\rho_{\rm E}=\tfrac12r^2e^{-r}$, so

$$\langle r^3\rangle_{(2)}=\iint\frac{r^2r'^2}{4}e^{-(r+r')}\,\overline{s^3}\,dr\,dr'=\frac1{40}\iint rr'\,e^{-(r+r')}\left[(r+r')^5-|r-r'|^5\right]dr\,dr' .$$

The integrand suggests $u=r+r'$ and $v=r-r'$. Then $r=(u+v)/2$, $r'=(u-v)/2$, $rr'=(u^2-v^2)/4$, the Jacobian determinant has magnitude $\tfrac12$, and $r,r'\ge0$ means $|v|\le u$:

$$\langle r^3\rangle_{(2)}=\frac1{40}\cdot\frac14\cdot\frac12\int_0^\infty du\,e^{-u}\int_{-u}^{u}(u^2-v^2)(u^5-|v|^5)\,dv .$$

The inner integrand is even in $v$, and for $v>0$ it expands to $u^7-u^5v^2-u^2v^5+v^7$. Therefore

$$\int_{-u}^u(\dots)\,dv=2u^8\left(1-\frac13-\frac16+\frac18\right)=2u^8\,\frac{24-8-4+3}{24}=\frac54u^8 ,$$

$$\langle r^3\rangle_{(2)}=\frac1{320}\cdot\frac54\cdot8!=\frac{40320}{256}=\frac{315}{2} .$$

Restoring the length, the moment is $\tfrac{315}2a^3$. With $R^3=12^{3/2}a^3=24\sqrt3\,a^3$,

$$c_3^{\rm E}=\frac{315}{48\sqrt3}=\frac{105}{16\sqrt3}=\frac{35\sqrt3}{16}=3.7889 ,$$

where $105/\sqrt3=105\sqrt3/3=35\sqrt3$.

A second route goes through the distribution of the separation itself. Substituting $\mathbf r'=\mathbf r-\mathbf s$ in the definition gives $\langle r^3\rangle_{(2)}=\int\rho_2(s)\,s^3d^3s$ with the convolution $\rho_2(s)=\int\rho(r)\rho(|\mathbf r-\mathbf s|)\,d^3r$. Take the polar axis along $\mathbf s$. Now $r'^2=r^2+s^2-2rs\mu$, so $r'dr'=-rs\,d\mu$, and the volume element $2\pi r^2dr\,d\mu$ becomes $(2\pi/s)\,rr'dr\,dr'$. The range $|r-s|\le r'\le r+s$ says that $r,r',s$ form a triangle, which is $u\ge s$ and $|v|\le s$. With $\rho\rho'=e^{-u}/(64\pi^2)$,

$$\rho_2(s)=\frac{2\pi}{s}\cdot\frac1{64\pi^2}\cdot\frac18\int_s^\infty du\,e^{-u}\int_{-s}^s(u^2-v^2)\,dv=\frac1{256\pi s}\int_s^\infty e^{-u}\left(2su^2-\tfrac23s^3\right)du .$$

Two integrations by parts give $\int_s^\infty u^2e^{-u}du=e^{-s}(s^2+2s+2)$, so

$$\rho_2(s)=\frac{e^{-s}}{128\pi}\left(\tfrac23s^2+2s+2\right)=\frac{e^{-s}\,(3+3s+s^2)}{192\pi}.$$

Its moments are $\langle s^k\rangle=[3(k+2)!+3(k+3)!+(k+4)!]/48$. For $k=0$ this is $(6+18+24)/48=1$, for $k=2$ it is $(72+360+720)/48=24=2R^2$, and for $k=3$ it is $(360+2160+5040)/48=315/2$, in agreement with the first route.

### Gaussian density

The convolution is done by completing the square, $r^2+|\mathbf r-\mathbf s|^2=2|\mathbf r-\mathbf s/2|^2+s^2/2$, which is verified by expanding both sides to $2r^2-2\mathbf r\cdot\mathbf s+s^2$. Then

$$\rho_2(s)=\frac{e^{-s^2/4\sigma^2}}{(2\pi\sigma^2)^3}\int e^{-|\mathbf r-\mathbf s/2|^2/\sigma^2}d^3r=\frac{(\pi\sigma^2)^{3/2}}{(2\pi\sigma^2)^3}\,e^{-s^2/4\sigma^2}=\frac{e^{-s^2/4\sigma^2}}{(4\pi\sigma^2)^{3/2}} ,$$

where the remaining integral is $I^3$ with $\sigma^2$ replaced by $\sigma^2/2$. This is again a Gaussian, with variance $2\sigma^2=\tfrac23R^2$ per axis. The third moment found above applies with that variance:

$$c_3^{\rm G}=8\sqrt{\frac2\pi}\left(\frac23\right)^{3/2}=8\cdot\frac23\cdot\sqrt{\frac2\pi\cdot\frac23}=\frac{16}3\cdot\frac{2}{\sqrt{3\pi}}=\frac{32}{3\sqrt{3\pi}}=3.4745 .$$

### Momentum form

Averaging the plane wave over directions, $\tfrac12\int_{-1}^1e^{-iqr\mu}d\mu=\sin(qr)/(qr)$, shows that $G$ is real and depends only on $q$. Hence $G^2=GG^*=\iint\rho\rho'e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}d^3r\,d^3r'=\langle\sin(qs)/(qs)\rangle$, the average being taken with $\rho_2$. Using $\langle s^2\rangle=2R^2$,

$$G^2-1+\frac{q^2R^2}3=\left\langle\frac{f(qs)}{qs}\right\rangle,\qquad f(x)=\sin x-x+\frac{x^3}6 .$$

The derivatives are $f'=\cos x-1+x^2/2$, $f''=x-\sin x$, $f'''=1-\cos x\ge0$. Since $f,f',f''$ vanish at zero, integrating up shows $f\ge0$, and for a non-negative integrand the order of the $q$ and $s$ integrations may be exchanged. With $x=qs$,

$$\int_0^\infty\frac{dq}{q^4}\frac{f(qs)}{qs}=s^3K,\qquad K=\int_0^\infty\frac{f(x)}{x^5}dx .$$

Integrate by parts three times. The boundary terms $f/x^4$, $f'/x^3$, $f''/x^2$ vanish at zero, where $f\sim x^5$, $f'\sim x^4$, $f''\sim x^3$, and at infinity, where each falls as $1/x$. So $K=\frac1{4\cdot3\cdot2}\int_0^\infty(1-\cos x)\,x^{-2}dx$. Write $x^{-2}=\int_0^\infty te^{-xt}dt$ and do the $x$ integral first, which is allowed because the integrand is again non-negative. With $\int_0^\infty e^{-xt}\cos x\,dx={\rm Re}\,\frac1{t-i}=\frac t{1+t^2}$,

$$\int_0^\infty\frac{1-\cos x}{x^2}dx=\int_0^\infty t\left(\frac1t-\frac t{1+t^2}\right)dt=\int_0^\infty\frac{dt}{1+t^2}=\frac\pi2 .$$

Thus $K=\pi/48$, and

$$\langle r^3\rangle_{(2)}=\frac{48}\pi\int_0^\infty\frac{dq}{q^4}\left[G^2-1+\frac{q^2R^2}3\right],\qquad\langle r^3\rangle=\frac{48}\pi\int_0^\infty\frac{dq}{q^4}\left[G-1+\frac{q^2R^2}6\right],$$

the second following from the same steps with $\rho$ in place of $\rho_2$. The subtractions remove the $q^0$ and $q^2$ terms of the small-$q$ expansion, which would make the integral diverge at $q=0$.

For the exponential, $\int_0^\infty re^{-(b-iq)r}dr=(b-iq)^{-2}=(b+iq)^2/(b^2+q^2)^2$ has imaginary part $2bq/(b^2+q^2)^2$. With $b=1/a$,

$$G_{\rm E}=\frac{4\pi}{q}\,\frac1{8\pi a^3}\,\frac{2q/a}{(a^{-2}+q^2)^2}=\frac1{(1+q^2a^2)^2}=\frac1{(1+q^2R^2/12)^2},$$

the dipole form factor. For the Gaussian, each axis gives $g(k)=\langle e^{-ikx}\rangle$. Differentiating brings down $-ix$, and the integration by parts used for $\langle x^2\rangle$ turns this into $g'=-\sigma^2k\,g$, so $g=e^{-k^2\sigma^2/2}$ and $G_{\rm G}=e^{-q^2\sigma^2/2}=e^{-q^2R^2/6}$.

### The level shift: first order

The potential energy is $V=-Z\alpha\int\rho(r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'$, and the perturbation is $\delta V=V+Z\alpha/r$. Two facts about the Laplacian are needed. On powers, $\nabla^2r^k=r^{-1}(r^{k+1})''=k(k+1)r^{k-2}$. For $k=-1$ this vanishes away from the origin, while the flux of $\nabla(1/r)$ through any sphere is $-4\pi$, so $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. Therefore

$$\nabla^2\delta V=4\pi Z\alpha\,[\rho-\delta^3(\mathbf r)] .$$

Outside the charge the nucleus acts as a point, so for both densities $\delta V$ decays at least exponentially, and integrations by parts against powers of $r$ leave no surface terms.

In units $a_B=1$, $(Z\alpha)^2m=1$, the function $u=r\phi$ of an S state obeys $-\tfrac12u''-u/r=Eu$. For $u=re^{-r}$, $u''=(r-2)e^{-r}$ and the left side is $-\tfrac12u$. For $u=(r-r^2/2)e^{-r/2}$, $u''=(-2+\tfrac54r-\tfrac18r^2)e^{-r/2}$ and the left side is $(-\tfrac18r+\tfrac1{16}r^2)e^{-r/2}=-\tfrac18u$. The norms $4\pi\int u^2dr$ are $4\pi\cdot2!/2^3=\pi$ and $4\pi(2!-3!+4!/4)=8\pi$. In ordinary units both states therefore have

$$\phi(r)=\phi_0\left[1-Z\alpha mr+O(r^2/a_B^2)\right],\qquad\phi_0^2=\frac{(Z\alpha m)^3}{\pi n^3},\qquad n=1,2 .$$

The first-order shift is $E_1=\phi_0^2\int\delta V\,(1-2Z\alpha mr+\dots)\,d^3r$. Write $1=\nabla^2(r^2/6)$ and $r=\nabla^2(r^3/12)$ and move the Laplacian onto $\delta V$; the delta function contributes nothing because $r^2$ and $r^3$ vanish at the origin:

$$\int\delta V\,d^3r=\frac{4\pi Z\alpha}6R^2,\qquad\int\delta V\,r\,d^3r=\frac{4\pi Z\alpha}{12}\langle r^3\rangle ,$$

$$E_1=\phi_0^2\,\frac{2\pi Z\alpha}3\left[R^2-Z\alpha m\langle r^3\rangle\right]+O(\epsilon^4)(Z\alpha)^2m .$$

This part has found $c_3$ exactly for both shapes, expressed the moment through the form factor, and obtained the first-order level shift, whose cubic term contains $\langle r^3\rangle$. What remains is the second-order contribution at $\epsilon^3$, where the Zemach moment enters, and the evaluation for the muon 2S level.

Numerical values quoted here were computed with a short program.
